# Does the Gutzwiller wave function describe a Mott transition?

Take a half-filled Hubbard chain with repulsion $U=12t$, where $t$ is the hopping amplitude. Someone who believes that the Gutzwiller wave function has a Mott transition at the Brinkman-Rice point, here $10.19t$, will report an insulator with no doubly occupied sites and zero energy. The same wave function, evaluated without that approximation, has an energy below $-0.051t$ per site and keeps a nonzero variational charge stiffness, the sense in which it is called metallic below. For the chain, the error lies in crediting a wave function with a property of an approximation to it.

## The belief and its source

The Hamiltonian is $H=T+UD$. Here $T$ hops electrons between neighbouring sites with amplitude $-t$, and $D$ counts doubly occupied sites (doublons). The lattice is bipartite with $L$ sites and $N=L/2$ electrons of each spin. The Gutzwiller state is

$$|g\rangle=g^{D}|F\rangle,\qquad 0\le g\le1,$$

where $F$ is the paramagnetic Fermi sea, assumed to be a closed shell: $T|F\rangle=E_0|F\rangle$, with $\varepsilon_0=E_0/L<0$. Per site, let $\tau(g)$ be the kinetic energy, $d(g)$ the double occupancy and $e=\tau+Ud$.

At $g=0$ every site is singly occupied, so $d=0$. Every hop then creates a doublon, so $\tau=0$ and $e(0)=0$. Some $g$ does better exactly when $U<|\tau|/d$ for that $g$ (with $\tau<0$). The state therefore collapses to $g=0$ at a finite $U$ only if $|\tau|/d$ is bounded.

The Gutzwiller approximation gives all configurations of $F$ equal weight. The number with $D$ doublons, and hence $D$ holes, is $L!/[D!^2(N-D)!^2]$, and each is weighted by $g^{2D}$. The sum is dominated by the $D$ at which successive terms are equal, $g^2(N-D)^2=D^2$ for large $D$. Hence $d=g(\tfrac12-d)$, or

$$d=\frac{g}{2(1+g)}.$$

A site is now empty or doubly occupied with probability $d$ each, and holds a single up or down electron with probability $s=\tfrac12-d$ each. When an up electron hops, the two sites have four possible down-spin occupations. In each, the geometric mean of the probabilities before and after the hop is $sd$. The sum is $4sd$, against $\tfrac14$ at $g=1$, so hopping is reduced by $q=16sd=8d(1-2d)$ and

$$e=-8|\varepsilon_0|d(1-2d)+Ud .$$

Setting $\partial e/\partial d=-8|\varepsilon_0|(1-4d)+U=0$ gives

$$d=\tfrac14\left(1-\frac{U}{U_c}\right),\quad e=-|\varepsilon_0|\left(1-\frac{U}{U_c}\right)^2,\quad U_c=8|\varepsilon_0| .$$

Above $U_c$ the minimum is at $d=0$. This is the Brinkman-Rice transition. It tempts because it is simple and gives a plausible picture of electrons being localized by repulsion.

## Finite lattices: the optimal $g$ is never zero

Write $F=\sum_D\varphi_D$, where $\varphi_D$ has $D$ doublons. A hop changes $D$ by at most one, and no hop keeps $D=0$. Projecting $TF=E_0F$ onto $D=0$ with $P_0$ therefore gives

$$P_0T\varphi_1=E_0\varphi_0 .$$

We also need $\varphi_0\neq0$. Let $\Phi(S)$ be the determinant of the occupied orbitals on the site set $S$. By the complementary-minor identity for unitary matrices, $|\Phi(S^c)|$ equals the determinant of the unoccupied orbitals on $S$, in modulus. On a bipartite lattice these are the occupied orbitals with signs reversed on one sublattice, so $|\Phi(S^c)|=|\Phi(S)|$. With up electrons on $S$ and down electrons on $S^c$, $\langle\varphi_0|\varphi_0\rangle=\sum_S|\Phi(S)|^4>0$.

Since $|g\rangle=\varphi_0+g\varphi_1+O(g^2)$,

$$\tau=2\varepsilon_0g+O(g^2),\quad d=\nu g^2+O(g^4),\quad \nu=\frac{\langle\varphi_1|\varphi_1\rangle}{L\langle\varphi_0|\varphi_0\rangle}.$$

The energy starts from zero with slope $2\varepsilon_0<0$, whatever the finite value of $U$. The optimal $g$ is thus positive on every such finite lattice, in any dimension. At large $U$, minimizing $2\varepsilon_0g+U\nu g^2$ gives $g\simeq|\varepsilon_0|/(\nu U)$ and $e\simeq-\varepsilon_0^2/(\nu U)$.

This does not settle the infinite lattice, because the range of $g$ in which the expansion holds may shrink as $L$ grows. Equal-weight counting shows the danger: its $D=1$ and $D=0$ counts have ratio $N^2$, so $\nu=N^2/L=L/4$ diverges, and a threshold appears as $L\to\infty$. We need bounds that are uniform in $L$.

## The chain: a uniform kinetic bound

Take periodic rings with $L=4m+2$, so that $N$ is odd and the shell is closed. Let $\theta=2\pi x/L$ for site $x$, and $s(\theta)=2\sin(\theta/2)$. The occupied plane waves form a Vandermonde determinant, so up to a constant $\Phi(S)=\prod_{i<j}s(\theta_j-\theta_i)$, which is positive for ordered sites. A hop across the closing bond passes $N-1$ electrons, an even number, and gives no sign. All contributions to $\langle T\rangle$ are therefore negative or zero.

Define

$$a=\frac{\sum_Dg^{2D}\langle\varphi_D|T|\varphi_D\rangle}{L\langle g|g\rangle},\qquad b=\frac{\sum_Dg^{2D}\langle\varphi_D|T|\varphi_{D+1}\rangle}{L\langle g|g\rangle}.$$

Terms linking $D$ and $D+1$ carry $g^{2D+1}$ and occur twice, so $\tau=a+2gb$. Multiplying $\langle\varphi_D|T|F\rangle=E_0\langle\varphi_D|\varphi_D\rangle$ by $g^{2D}$ and summing gives $a+(1+g^2)b=\varepsilon_0$; the $g^2b$ comes from terms linking $D$ to $D-1$. Eliminate $b$, with $r=2g/(1+g^2)\le1$:

$$\tau=r\varepsilon_0+(1-r)a\le\frac{2g\,\varepsilon_0}{1+g^2},$$

because $a\le0$. This holds for every ring size considered.

## The chain: the exact double occupancy

Let $X$, $Y$ and $A$ be the sets of doublons, holes and single up electrons. Up electrons occupy $X\cup A$; the complement of the down electrons is $Y\cup A$. By the complement identity, the weight of a configuration in $F$ is proportional to

$$\Phi(X\cup A)^2\,\Phi(Y\cup A)^2 .$$

This contains $s^4$ for each pair within $A$, $s^2$ for each pair linking $A$ to $X\cup Y$, and $s^2$ for each pair within $X$ or within $Y$.

Consider the $L\times L$ determinant with columns $p=-\frac{L-1}2,\dots,\frac{L-1}2$. Each site of $A$ supplies two rows, $e^{ip\theta}$ and $ip\,e^{ip\theta}$; each site of $X\cup Y$ supplies one row $e^{ip\theta}$. As the limit of a Vandermonde determinant in which pairs of points merge, it supplies all factors involving $A$, times one factor $s$ for each pair within $X\cup Y$. With those rows ordered $x_1,y_1,x_2,y_2,\dots$, Cauchy's determinant corrects the remaining factors: the weight is a constant times

$$(-1)^D\det\left[\frac1{s(\theta_{x_i}-\theta_{y_j})}\right]$$

times the large determinant. The sign combines $(-1)^{D(D-1)/2}$ from Cauchy's formula with $(-1)^{D(D+1)/2}$ from the differences $\theta_{y_j}-\theta_{x_i}$, $i\le j$.

Expand the Cauchy determinant. Each permutation sign is absorbed by reordering the $y$ rows. The norm becomes a sum over $N$ independent two-row blocks: a single site, or a doublon-hole pair with weight $-g^2/s(\theta_x-\theta_y)$. Blocks that share a site have equal rows and drop out. Translation invariance leaves only column pairs $(p,-p)$, since $|p+p'|\le L-2$ for distinct columns. The norm is then a product over $p>0$ of the summed $2\times2$ minors.

The single-site minors sum to $-2ipL$. The pair minors sum to

$$-ig^2L\sum_{r=1}^{L-1}\frac{\sin(2\pi pr/L)}{\sin(\pi r/L)}=-ig^2L(L-2p).$$

Here the ratio of sines is a sum of $2p$ exponentials $e^{2\pi imr/L}$ with $|m|\le p-\frac12$. Over all $r$ they sum to $L$, and the omitted $r=0$ term is $2p$. Normalizing to one at $g=1$,

$$Z(g)=\langle g|g\rangle=\prod_{j=1}^{L/2}\frac{(2j-1)+g^2(L-2j+1)}{L}.$$

Since $Z$ is a sum of terms in $g^{2D}$, $d=(g/2L)\,\partial\ln Z/\partial g$. With $x=(2j-1)/L$, spaced by $2/L$, and $y=g^2$, the limit $L\to\infty$ is

$$d=\frac y2\int_0^1\frac{1-x}{y+(1-y)x}\,dx .$$

Writing $1-x=\{1-[y+(1-y)x]\}/(1-y)$ makes the integral elementary:

$$d=\frac{g^2\left[-\ln g^2-(1-g^2)\right]}{2(1-g^2)^2}\simeq g^2\left(\ln\frac1g-\frac12\right)\quad(g\to0).$$

Combining this with the kinetic bound,

$$\frac{e(g)}g\le\frac{2\varepsilon_0}{1+g^2}+U\frac{d(g)}g\longrightarrow2\varepsilon_0<0\qquad(g\to0).$$

The infinite chain therefore has a negative optimal energy, and no Brinkman-Rice point, at any finite $U$.

The product formula also gives $\nu=\sum_{j=1}^{L/2}(2j-1)^{-1}-\frac12$, which grows as $\frac12\ln L$, not as $L/4$. A doublon-hole weight independent of separation would give growth proportional to $L$. The true wave function suppresses distant pairs; equal-weight counting discards that correlation.

## In what sense this state is metallic

Give each rightward hop a phase $\phi$, with $|\phi|<\pi/L$. The same plane waves stay occupied, so $|g\rangle$ is unchanged and its energy is $\tau\cos\phi+Ud$. At the optimal $g$ the first-order change of $g$ does not contribute, and the curvature of the optimized energy at $\phi=0$ is

$$-\tau=|e|+Ud>0 .$$

This charge stiffness stays nonzero as $L\to\infty$, because $|e|$ does. It belongs to the variational family and is not the exact Drude weight of the Hubbard model. Any real trial state that does not change with $\phi$ has curvature $-\tau$, so the result shows only that the Gutzwiller family has no response to the flux that could cancel this term, as the response of an insulator must; "metallic" is meant here in that sense. For 10 sites at $U=12t$, a flux through the ring gives $0.3155t$, equal to $-\tau$ at this precision.

## Numbers beyond the supposed transition

For the infinite chain $\varepsilon_0=-4t/\pi=-1.2732t$, so the approximation gives $U_c=10.19t$. At $U=12t$ it returns $d=0$ and $e=0$. The trial value $g=0.05403$ has $d=0.007105$, and

$$e\le-\frac{2(0.05403)(1.2732)}{1+0.05403^2}t+12(0.007105)t=-0.1372t+0.0853t=-0.0519t .$$

This is an upper bound on the optimal Gutzwiller energy, not its value. At $U=100t$ the bound is still negative, $-0.0029t$. On a 14-site ring at $U=12t$, full evaluation gives $g=0.101$, $d=0.0136$ and $e=-0.125t$. Such small-ring values are not those of the infinite chain: $\nu$ grows with $L$, and at $U=12t$ the stiffness $-\tau$ falls from $0.316t$ on 10 sites to $0.288t$ on 14.

The finite-lattice result was also tested beyond one dimension. At $U=100t$ the optimal $g$ is $0.0112$ on a 10-site square-lattice cluster and $0.0118$ on an 8-site open cube.

## What remains open, and what the metal means

For infinite lattices in two or more dimensions, the argument given here is incomplete. The finite-lattice theorem holds, but excluding a threshold also requires $|\tau|/d$ to be unbounded after $L\to\infty$. The chain's product formula does not supply that, and small clusters cannot decide it. The sweeping claim for every finite dimension is therefore not proved here. In infinite dimensions the approximation becomes exact for this wave function, a known result not derived here, and there the Brinkman-Rice point does belong to the Gutzwiller state.

Nor is the persistent metal a prediction for the Hubbard chain. Its exact solution, a known result not derived here, is insulating at half filling for every $U>0$. The energy shows a shortcoming too: on a 10-site ring at $U=20t$ the optimized Gutzwiller state gives $-0.075t$ per site, while exact diagonalization gives $-0.139t$; the Gutzwiller value depends on ring size and rises to $-0.066t$ on 14 sites. For the chain, the Gutzwiller state misses the insulator, and the approximation restores one at a threshold that neither the wave function nor the exact model has. The numerical check checks the product formula, the kinetic bound and the limiting forms, and computes these numbers.

## Numbers as computed

```
Energies in units of t, per site; g, d, nu are dimensionless
infinite chain: eps0 = -1.27324 t
Brinkman-Rice U_c of the approximation = 10.1859 t
Finite lattices: eps0 [t], slope de/dg at g=0 [t], nu
  ring, 14 sites: -1.28399, -2.5680, 1.45513
  square, 10 sites: -1.60000, -3.2000, 1.49310
  open cube, 8 sites: -1.50000, -3.0000, 1.31818
Finite lattices at U = 100 t: best g, energy [t]
  ring, 14 sites: 0.009093, -0.011671
  square, 10 sites: 0.011238, -0.017976
  open cube, 8 sites: 0.011818, -0.017723
Growth of nu on rings
  L = about 10: L used = 10, nu = 1.2873
  L = about 100: L used = 102, nu = 2.4477
  L = about 1000: L used = 1002, nu = 3.5901
  L = about 10000: L used = 10002, nu = 4.7405
Small g: d infinite chain, d approximation, lower bound |tau|/d [t]
  g=0.1: 1.8443e-02, 4.5455e-02, 13.67
  g=0.01: 4.1060e-04, 4.9505e-03, 62.01
  g=0.001: 6.4078e-06, 4.9950e-04, 397.40
Approximation for infinite chain: U [t], d, energy [t]
  4: 0.15183, -0.469589
  8: 0.05365, -0.058638
  12: 0.00000, 0.000000
  20: 0.00000, 0.000000
Gutzwiller state, 14-site ring: U [t], g, d, tau [t], energy [t]
  4: 0.45942, 0.128153, -1.043582, -0.530972
  8: 0.18734, 0.039425, -0.533718, -0.218319
  12: 0.10100, 0.013604, -0.287880, -0.124634
  20: 0.05232, 0.003886, -0.144089, -0.066366
  40: 0.02386, 0.000824, -0.063538, -0.030560
Infinite chain, upper bound on energy: U [t], trial g, d, bound [t]
  12: 0.05403, 7.1052e-03, -0.051925
  20: 0.02280, 1.7075e-03, -0.023880
  40: 0.00842, 3.0353e-04, -0.009309
  100: 0.00256, 3.5928e-05, -0.002936
10-site ring, U = 12 t, twist step = 0.02 rad per bond
  stiffness from twist = 0.315469 t
  minus kinetic energy = 0.315523 t
10-site ring, U = 20 t: Gutzwiller energy = -0.075457 t
  exact ground-state energy = -0.138960 t
```
